# Wavevector-dependent damping of a ferromagnetic chain and its dissipation bound

**Setting.** Unit vectors $\mathbf m_i$ sit on an infinite chain of spacing $d$, each carrying a magnetic moment $\mu$. They obey

$$\dot{\mathbf m}_i=-\gamma\,\mathbf m_i\times\mathbf B_i+\mathbf m_i\times\sum_j\alpha_{ij}\dot{\mathbf m}_j,\qquad \mathbf B_i=-\frac1\mu\frac{\partial E}{\partial\mathbf m_i},$$

with $\gamma>0$ and an energy $E$ that has no explicit time dependence. The damping matrix is real, symmetric and the same for all spin directions: $\alpha_{ii}=\alpha_0$, $\alpha_{i,i\pm1}=\alpha_1$, and all other elements vanish. SI units are used.

## Part (a): Energy loss

**Question.** Find $dE/dt$ for an arbitrary, possibly noncollinear, configuration.

**Answer.** Both terms of the equation of motion contain $\mathbf m_i\times$, so they combine into

$$\dot{\mathbf m}_i=-\gamma\,\mathbf m_i\times\Big[\mathbf B_i-\frac1\gamma\sum_j\alpha_{ij}\dot{\mathbf m}_j\Big].$$

A cross product is perpendicular to each of its factors. The scalar product of $\dot{\mathbf m}_i$ with the bracket is therefore zero:

$$\mathbf B_i\cdot\dot{\mathbf m}_i=\frac1\gamma\sum_j\alpha_{ij}\,\dot{\mathbf m}_i\cdot\dot{\mathbf m}_j .$$

By the chain rule and the definition of $\mathbf B_i$,

$$\frac{dE}{dt}=\sum_i\frac{\partial E}{\partial\mathbf m_i}\cdot\dot{\mathbf m}_i=-\mu\sum_i\mathbf B_i\cdot\dot{\mathbf m}_i=-\frac{\mu}{\gamma}\sum_{ij}\alpha_{ij}\,\dot{\mathbf m}_i\cdot\dot{\mathbf m}_j .$$

Precession has dropped out. For $\alpha_1>0$ the neighbour term adds to the loss when adjacent velocities have a positive scalar product and reduces it when the product is negative; for $\alpha_1<0$ the roles are exchanged.

## Part (b): Damping of a spin wave

**Question.** Take

$$E=\mu\sum_i\Big[-j\,\mathbf m_i\cdot\mathbf m_{i+1}-B\,m_{iz}+\tfrac12B_d\,m_{iz}^2\Big],$$

with exchange field $j>0$ per neighbour, applied field $B$ and demagnetising field $B_d<B$. Find the damping of small waves about $\mathbf m_i=\hat{\mathbf z}$.

**Answer.** Differentiation gives

$$\mathbf B_i=j(\mathbf m_{i-1}+\mathbf m_{i+1})+(B-B_dm_{iz})\hat{\mathbf z}.$$

Write $\mathbf m_i=\hat{\mathbf z}+\mathbf u_i$ with small transverse $\mathbf u_i$; the change of $m_{iz}$ is of second order. To first order, the longitudinal field is $2j+B-B_d$ and the transverse field is $j(\mathbf u_{i-1}+\mathbf u_{i+1})$, so

$$\mathbf m_i\times\mathbf B_i=j\,\hat{\mathbf z}\times(\mathbf u_{i-1}+\mathbf u_{i+1})+(2j+B-B_d)\,\mathbf u_i\times\hat{\mathbf z}.$$

Let $\psi_i=u_{ix}+iu_{iy}$ (the $i$ in front of $u_{iy}$ is the imaginary unit). The operation $\hat{\mathbf z}\times$ turns a transverse vector by $90^\circ$ and multiplies $\psi$ by $i$; reversing the factors gives $-i$. Hence

$$\dot\psi_i=i\gamma\big[(B-B_d)\psi_i+j(2\psi_i-\psi_{i-1}-\psi_{i+1})\big]+i\sum_l\alpha_{il}\dot\psi_l .$$

Insert $\psi_n=c(t)e^{iqdn}$. The two neighbours together contribute $e^{iqd}+e^{-iqd}=2\cos qd$, both in the exchange and in the damping. Thus

$$(1-i\alpha(q))\,\dot c=i\omega_q c,$$

$$\boxed{\alpha(q)=\alpha_0+2\alpha_1\cos qd},\qquad \omega_q=\gamma\big[B-B_d+2j(1-\cos qd)\big].$$

Multiplying by $1+i\alpha(q)$ and dividing by $1+\alpha(q)^2$,

$$\dot c=\frac{i\omega_q-\alpha(q)\omega_q}{1+\alpha(q)^2}\,c .$$

The real part is minus the amplitude decay rate and the imaginary part is the precession frequency. Their ratio is $\alpha(q)$, without an expansion in small damping. This simple ratio relies on circular precession; an anisotropy within the transverse plane would make the precession elliptical.

Ferromagnetic resonance excites $q=0$ and measures $\alpha(0)=\alpha_0+2\alpha_1$, not the onsite value. At long wavelength, $\cos qd\approx1-q^2d^2/2$ gives

$$\alpha(q)\approx\alpha(0)-\alpha_1d^2q^2 .$$

## Part (c): The limit on the neighbour term

**Question.** For which $\alpha_0,\alpha_1$ is the dissipation nonnegative in every motion? What happens outside this range?

**Answer.** Write $\mathbf v_i=\dot{\mathbf m}_i$. By part (a), the required condition is

$$Q=\alpha_0\sum_i|\mathbf v_i|^2+2\alpha_1\sum_i\mathbf v_i\cdot\mathbf v_{i+1}\ge0 .$$

*Sufficiency.* Since $|\mathbf v_i\pm\mathbf v_{i+1}|^2\ge0$, we have $2|\mathbf v_i\cdot\mathbf v_{i+1}|\le|\mathbf v_i|^2+|\mathbf v_{i+1}|^2$. Summed over the chain, each site appears in two bonds, so

$$Q\ge(\alpha_0-2|\alpha_1|)\sum_i|\mathbf v_i|^2 .$$

This is nonnegative in any configuration if $|\alpha_1|\le\alpha_0/2$.

*Necessity.* In the uniform state any transverse velocities can be produced by suitable static transverse fields, because $\hat{\mathbf z}\times$ is invertible in the transverse plane. Let $L$ consecutive spins move with equal speed $v$ along $\pm\hat{\mathbf x}$, and let the others be at rest. Choose equal signs on neighbours if $\alpha_1<0$ and alternating signs if $\alpha_1>0$. There are $L-1$ bonds between moving spins, so

$$\frac{Q}{Lv^2}=\alpha_0-2|\alpha_1|\Big(1-\frac1L\Big).$$

For $L=1$ this requires $\alpha_0\ge0$. As $L\to\infty$ it requires

$$\boxed{|\alpha_1|\le\frac{\alpha_0}{2}} .$$

The combination $\alpha_0-2|\alpha_1|$ is the minimum of $\alpha(q)$. At $\alpha_1=\alpha_0/2$ the zone-edge wave $q=\pi/d$ is undamped; at $\alpha_1=-\alpha_0/2$ the uniform mode is undamped. Beyond the bound $\alpha(q)$ is negative in a band of wavevectors around its minimum. A wave in that band with $\omega_q>0$ has a negative decay rate and grows, taking energy from a damping term that should remove it; waves outside the band still decay.

A nonlinear integration on a ring of 8 spins shows both sides. Take $\gamma=j=B=1$, $B_d=0.5$ and $\alpha_0=0.1$, so that $\omega_{\pi/d}=4.5$, and start with a weak staggered wave. For $\alpha_1=0.04$ the edge damping is $0.02$ and the measured growth rate is $-0.08996$. For $\alpha_1=0.08$ the edge damping is $-0.06$ and the rate is $+0.26903$. Both agree with part (b) to the digits given, and the energy falls in the first run and rises in the second.

The equation of motion is implicit, since velocities stand on both sides. For a finite chain with nonnegative damping matrix $A$ it still fixes them uniquely. The difference $\mathbf w_i$ of two solutions would obey $\mathbf w_i=\mathbf m_i\times(A\mathbf w)_i$. Its scalar product with $(A\mathbf w)_i$, summed over sites, gives $\sum_i\mathbf w_i\cdot(A\mathbf w)_i=0$. For a symmetric nonnegative matrix this implies $A\mathbf w=0$, and then $\mathbf w=0$.

## Part (d): Where the factor one half changes

**Question.** Find the corresponding limits for an open chain of $N$ sites and for an odd ring. Does the limit survive a second-neighbour damping $\alpha_2$?

**Answer.** For the open chain, diagonalise the neighbour sum with $v_0=v_{N+1}=0$. The functions $v_n=\sin n\theta$ satisfy $v_{n-1}+v_{n+1}=2\cos\theta\,v_n$, and the end condition gives $\theta=k\pi/(N+1)$ with $k=1,\dots,N$. The eigenvalues of the damping matrix are $\alpha_0+2\alpha_1\cos\theta$. Their extreme cosines are $\pm\cos[\pi/(N+1)]$, so for $N\geq2$

$$|\alpha_1|\le\frac{\alpha_0}{2\cos[\pi/(N+1)]}.$$

Two sites allow $|\alpha_1|=\alpha_0$, eight allow $0.532\,\alpha_0$, and a hundred allow $0.5002\,\alpha_0$. The end spins have one neighbour each, which loosens the limit.

A ring admits $qd=2\pi n/N$. For odd $N$ the value $\pi$ is missing, and the lowest cosine is $-\cos(\pi/N)$. Positive $\alpha_1$ may then reach $\alpha_0/[2\cos(\pi/N)]$. Negative $\alpha_1$ keeps the limit $-\alpha_0/2$, because $q=0$ is present in every ring.

With second neighbours, $\alpha(q)=\alpha_0+2\alpha_1\cos qd+2\alpha_2\cos2qd$. Choose $\alpha_1=\alpha_0/\sqrt2$ and $\alpha_2=\alpha_0/4$, and use $\cos2x=2\cos^2x-1$:

$$\alpha(q)=\alpha_0\Big[\tfrac12+\sqrt2\cos qd+\cos^2qd\Big]=\alpha_0\Big(\cos qd+\tfrac1{\sqrt2}\Big)^2\ge0 .$$

Here $\alpha_1=0.707\,\alpha_0$ is allowed. The limit can also tighten. Since $\alpha(\pi/d)=\alpha_0-2\alpha_1+2\alpha_2\ge0$ requires $\alpha_1\le\alpha_0/2+\alpha_2$, the value $\alpha_2=-\alpha_0/4$ allows only $\alpha_1\le\alpha_0/4$. With second neighbours $|\alpha_1|\le\alpha_0/2$ is thus neither necessary nor sufficient. The factor one half belongs to a chain whose damping stops at nearest neighbours.

## Part (e): A metallic film

**Question.** A perpendicularly magnetised film has 100 atomic layers of spacing $d=0.2$ nm, magnetisation $M_s=800$ kA/m, exchange stiffness $A_{\rm ex}=12$ pJ/m and applied field $1.5$ T. Each layer moves rigidly. Take $\alpha_0=0.006$ and $\alpha_1=0.001$. Evaluate the bulk formulas, and the effect of $\alpha_1=0.004$ at the same $\alpha_0$.

**Answer.** For a small twist $\theta$ between layers, the chain energy per area and bond is $M_sd\,j\theta^2/2$. The continuum gives $A_{\rm ex}(\theta/d)^2d$. Equating them,

$$j=\frac{2A_{\rm ex}}{M_sd^2}=\frac{2(12\times10^{-12})}{(8\times10^5)(0.2\times10^{-9})^2}\ {\rm T}=750\ {\rm T}.$$

The demagnetising field is $B_d=\mu_0M_s=1.005$ T, leaving $0.495$ T inside. With $\gamma=1.7588\times10^{11}$ rad/(s T), the value for $g=2$ (the $g\approx2.1$ of nickel-iron alloys would raise the frequencies and shorten the lifetimes by about 5%):

| $qd$ | $\alpha(q)$ | frequency | amplitude lifetime |
|---|---:|---:|---:|
| $0$ | 0.0080 | 13.8 GHz | 1437 ps |
| $\pi/2$ | 0.0060 | 42.0 THz | 0.632 ps |
| $\pi$ | 0.0040 | 84.0 THz | 0.474 ps |

The edge wave has half the damping of the uniform mode but a far shorter lifetime, because its frequency is about 6000 times higher.

At this $\alpha_0$ the bound is $|\alpha_1|\le0.003$. If instead the resonance damping $\alpha(0)=0.008$ is held fixed, then $\alpha_0=\alpha(0)-2\alpha_1$, and $\alpha_1\le\alpha_0/2$ becomes $\alpha_1\le\alpha(0)/4=0.002$. The coefficient $\alpha_1d^2$ of the long-wave decrease is $4\times10^{-5}$ nm² here and can be at most $8\times10^{-5}$ nm² at that resonance damping if the damping stops at nearest layers.

The value $\alpha_1=0.004$ gives $\alpha(\pi/d)=0.006-0.008=-0.002$. Damping changes sign at $\cos qd=-0.006/0.008=-0.75$, so bulk waves shorter than $0.52$ nm grow, the edge wave with a time constant of $0.95$ ps. The uniform mode would still have $\alpha(0)=0.014$. A well-damped resonance thus does not show that the damping matrix is admissible.

## Part (f): What the film model leaves out

**Question.** Could the linewidths of the two lowest film modes reveal $\alpha_1$? Estimate surface and eddy-current effects, and judge the zone-edge results.

**Answer.** With free surfaces the exchange modes are $v_n\propto\cos[(n-\tfrac12)x]$, $x=p\pi/N$. To first order in damping, mode $p$ has the damping $\sum_{nl}v_n\alpha_{nl}v_l$ with normalised $v$. The exchange operator is the number of neighbours minus the neighbour sum, with eigenvalue $2(1-\cos x)$. Since each end layer lacks one neighbour,

$$2\sum_{n=1}^{N-1}v_nv_{n+1}=2-v_1^2-v_N^2-2(1-\cos x)=2\cos x-v_1^2-v_N^2 .$$

For $p\ge1$, $v_1^2=v_N^2=(2/N)\cos^2(x/2)$; for $p=0$ both equal $1/N$. The surface shifts are therefore $-(4\alpha_1/N)\cos^2(x/2)$ and $-2\alpha_1/N$. Numerically they are $-4.0\times10^{-5}$ for the first standing mode and $-2.0\times10^{-5}$ for the uniform mode. The bulk formula gives a difference between these modes of just $-1.0\times10^{-6}$, so the missing neighbours dominate, provided the surface layers keep the onsite value $\alpha_0$. If their onsite damping were $\alpha_0+\alpha_1$, the surface shifts would vanish and only the bulk difference would remain.

For eddy currents, Faraday's law gives an electric field whose slope across the film has magnitude $\mu_0M_s|\dot m|$ for each transverse component. Assume zero net current and neglect the field of the currents themselves. For uniform motion in thickness $\delta$, $|\mathcal E|=\mu_0M_s|\dot m||z-\delta/2|$, with mean square $\mu_0^2M_s^2\dot m^2\delta^2/12$. Equating the loss density $\sigma\langle\mathcal E^2\rangle$ to the Gilbert loss density $(\alpha M_s/\gamma)\dot m^2$,

$$\alpha_{\rm eddy}=\frac{\gamma\mu_0^2M_s\sigma\delta^2}{12}=3.0\times10^{-5}$$

for $\sigma=4$ MS/m and $\delta=20$ nm. For the profile $\cos(\pi z/\delta)$, $\mathcal E\propto(\delta/\pi)[\sin(\pi z/\delta)-2/\pi]$. Its mean square, divided by $\langle\cos^2\rangle=1/2$, replaces $1/12$ by $(1-8/\pi^2)/\pi^2$ and gives $6.8\times10^{-6}$. These are ohmic losses only. In free space the surface field $\mu_0M_s|\dot m|\delta/2$ of the uniform mode also radiates from both faces into the vacuum impedance $Z_0=377\ \Omega$, adding $\gamma\mu_0^2M_s\delta/(2Z_0)=5.9\times10^{-6}$. The first mode gains about $1.8\times10^{-6}$, so the electromagnetic difference between the modes becomes $-2.7\times10^{-5}$. Nearby conductors or a dielectric substrate change these radiative terms; an insulating silicon half-space (refractive index 3.4) on one face doubles the radiation of the uniform mode and moves the difference to about $-3.2\times10^{-5}$. A wafer thinner than the wavelength in silicon (about 6 mm at 13.8 GHz) behaves differently: an insulating wafer 0.5 mm thick with vacuum behind it raises that radiation by only 13% and gives about $-2.4\times10^{-5}$.

The eddy contribution thus changes by $-2.3\times10^{-5}$ between the modes, while the full open-film calculation with $\alpha_1$ gives $-2.1\times10^{-5}$. Each is about 0.3% of the total damping. At $\alpha_1=0.001$ the two linewidths alone cannot separate these causes, and a different onsite damping in the surface layers would add another unknown. This conclusion depends on the size of $\alpha_1$. At fixed $\alpha(0)$ a negative $\alpha_1$ has no cap, and $\alpha_1=-0.01$ would give a difference of $+2.1\times10^{-4}$, opposite in sign to the electromagnetic change and about eight times its free-space value. With free surfaces a uniform drive does not excite the first mode at all; a drive varying across the thickness is needed.

The magnetisation, stiffness, conductivity and total damping are rough values for a soft nickel-iron alloy; the split into $\alpha_0$ and $\alpha_1$ is illustrative. Damping independent of frequency is a strained assumption in such a metal at terahertz frequencies. For a rough electronic relaxation time $\tau=10$ fs, $\omega\tau$ is $9\times10^{-4}$ for the uniform mode but 5.3 at the zone edge, and reaches one at a wavelength of $1.4$ nm. These figures depend strongly on $\tau$: the free-electron estimate $\sigma m_e/(ne^2)$ with one electron per atom ($n=8.9\times10^{28}$ m$^{-3}$, for an fcc lattice constant of 0.355 nm) gives 1.6 fs and $\omega\tau=0.84$ at the edge, still of order one. The terahertz lifetimes above are therefore formal results of the model, and their error is not estimated here. The terahertz frequencies are model values too, because they extrapolate the long-wave stiffness with nearest-layer exchange only. With a second-layer exchange $j_2$ the stiffness fixes $j_1+4j_2=750$ T while the edge field is $4j_1$; $j_2=j_1/12$ lowers the edge from 84 to 63 THz. Classical thermal statistics fail there too: the edge quantum is 347 meV against a thermal energy of 26 meV at 300 K, giving a population of $1.5\times10^{-6}$ instead of the classical 0.074.

The bound itself does not need a zone-edge wave oscillating at 84 THz. Slowly varying staggered fields can in principle force the same alternating motion at low frequency, where the dissipation must also be nonnegative. This is a formal argument: the field must reverse from layer to layer and work against $B-B_d+4j\approx3000$ T, about 52 T per degree of tilt. The range of the damping can move the bound: the second-neighbour example of part (d) would admit $\alpha_1=0.0042$ at $\alpha_0=0.006$, instead of 0.003, but with $\alpha(0)=0.0175$. At fixed $\alpha(0)$ a second neighbour leaves the cap $\alpha_1\le\alpha(0)/4$ unchanged, because $\alpha(0)-\alpha(\pi/d)=4\alpha_1$ still holds. The long-wave coefficient becomes $(\alpha_1+4\alpha_2)d^2$ and loses its cap: $\alpha(q)=c(\cos qd-s)^2$ has $\alpha(0)=c(1-s)^2$ and coefficient $\alpha(0)d^2/(1-s)$, which grows without limit as $s\to1$. For a film the chain bound is also only necessary, because motion within the layers must dissipate as well. Take atomic onsite damping $a_0$ and nearest-neighbour damping $a$ on an fcc lattice stacked along (111). Each atom has six neighbours in its layer and three in each adjacent layer, so $\alpha_0=a_0+6a$ and $\alpha_1=3a$. The fcc neighbour sum ranges from $-4$ to $12$, which requires $-a_0/12\le a\le a_0/4$ and gives $-0.5\le\alpha_1/\alpha_0\le0.3$. Since $\alpha(0)=a_0+12a$, this also requires $\alpha_1\le3\alpha(0)/16$, so at $\alpha(0)=0.008$ the caps of part (e) drop to $\alpha_1\le0.0015$ and $\alpha_1d^2\le6\times10^{-5}$ nm². The numerical output below lists the film parameters and the nearest-neighbour chain results.

## Calculated quantities

```
Spectrum test, largest error (reduced units): 1.5e-11
Energy-balance test, largest relative error: 3.6e-11
Smallest singular value at strong damping: 0.410
  its guaranteed lower bound: 0.200
Even ring, limit of +a1/a0: 0.500000
Even ring, limit of -a1/a0: 0.500000
Open chain of 2 sites, limit of |a1|/a0: 1.000000
Open chain of 3 sites, limit of |a1|/a0: 0.707107
Open chain of 8 sites, limit of |a1|/a0: 0.532089
Open chain of 100 sites, limit of |a1|/a0: 0.500242
Ring of 3 sites, limit of +a1/a0: 1.000000
Second-neighbour example, a1/a0: 0.7071
Second-neighbour example, a2/a0: 0.2500
Allowed run, growth rate measured, predicted (reduced): -0.08996, -0.08996
Forbidden run, growth rate measured, predicted (reduced): 0.26903, 0.26903
Layer spacing: 0.20 nm; layers: 100; thickness: 20.0 nm
Magnetisation: 800 kA/m
Exchange stiffness: 12 pJ/m
Applied field: 1.500 T; demagnetising field: 1.005 T
Internal field: 0.495 T
Exchange field per neighbour: 750.0 T
Gyromagnetic ratio: 1.7588e+11 rad/(s T)
Chosen a0: 0.0060; chosen a1: 0.0010
Largest allowed |a1| at this a0: 0.0030
Largest a1 at this resonance damping: 0.0020
q=0: alpha 0.0080000, frequency 13.847 GHz, amplitude lifetime 1436.8 ps
q=pi/(100d): alpha 0.0079990, frequency 34.564 GHz, amplitude lifetime 575.65 ps
q=pi/(2d): alpha 0.0060000, frequency 42001.070 GHz, amplitude lifetime 0.63155 ps
q=pi/d: alpha 0.0040000, frequency 83989.973 GHz, amplitude lifetime 0.47373 ps
Long-wave coefficient a1 d^2: 4.00e-05 nm^2
Its cap at this resonance damping: 8.00e-05 nm^2
Forbidden a1: 0.0040; zone-edge alpha: -0.0020
Growth for wavelengths below: 0.520 nm
Zone-edge growth time: 0.947 ps
Open film, uniform mode alpha: 0.0079800
Open film, first standing mode alpha: 0.0079590
Bulk alpha change, first minus uniform: -9.87e-07
Surface shift, uniform mode: -2.00e-05
Surface shift, first mode: -4.00e-05
Conductivity: 4.0 MS/m
Eddy damping, uniform mode: 2.96e-05
Eddy damping, first standing mode: 6.82e-06
Zone-edge magnon energy: 347.4 meV
Thermal energy at 300 K: 25.85 meV
Zone-edge population, quantum: 1.46e-06
Zone-edge population, classical: 0.074
Electronic relaxation time: 10 fs
omega tau: uniform 8.70e-04, edge 5.28
Wavelength where omega tau = 1: 1.40 nm
```
